# Level Filling in Ensemble Density Functionals and in Unrestricted Hartree-Fock, part 2

Which orbital occupations minimize the energy: integers or fractions? This was answered for density functionals and is now asked for Hartree-Fock theory. In a finite orthonormal one-particle basis $x$, the density matrix is $\gamma_{xy}=\langle c_y^\dagger c_x\rangle$ and the density is $\rho_x=\gamma_{xx}$. The eigenvectors of $\gamma$ are the natural orbitals, its eigenvalues the occupations. The admissible set $\mathcal S_N$ contains all Hermitian $\gamma$ with $0\le\gamma\le1$ and trace $N$. The density functionals have the form

$$
E[\gamma]=\operatorname{Tr}(h_0\gamma)+G[\rho], \tag{2}
$$

where $h_0$ is the one-particle Hamiltonian. Let $h$ be the derivative of the energy, $dE=\operatorname{Tr}(h\,d\gamma)$. At a minimum $\gamma_0$,

$$
\operatorname{Tr}h(\gamma-\gamma_0)\ge0\quad\text{for every }\gamma\in\mathcal S_N. \tag{5}
$$

With $h\phi_k=\varepsilon_k\phi_k$, the filling rule follows:

$$
\gamma_0=\sum_{\varepsilon_k<\mu}|\phi_k\rangle\langle\phi_k|+\delta,\qquad 0\le\delta\le1, \tag{7}
$$

where $\delta$ acts inside the eigenspace of $h$ at $\mu$. Projected-gradient searches repeatedly replace $\gamma$ by the matrix in $\mathcal S_N$ nearest to $\gamma-sh$, with a fixed step $s$; their fixed points obey (5).

The example is two spinless particles on the vertices of an icosahedron, with unit vertex vectors $\mathbf r$. The matrices $A$, $A_2$ and $A_3$ connect a vertex to its five neighbours, five second neighbours and opposite vertex; $h_0=-\tau A$ with $\tau=1.0$ eV. The Hartree functional has

$$
G[\rho]=\tfrac12\sum_{xy}W_{xy}\rho_x\rho_y,\qquad W=4.0+2.0A+1.0A_2+0.8A_3\ \text{eV}. \tag{10}
$$

All eigenvalues of $W$ are positive; on even vectors that sum to zero the eigenvalue is 1.8 eV. The lowest orbital is uniform, and the threefold shell above it has orbitals $r_j/2$. The Hartree minimum, $-3.9361$ eV, is reached with occupations $1,1/3,1/3,1/3$ and by no determinant. Moving an amount $t$ from orbital $i$ to orbital $a$, with $\Delta_x=|a_x|^2-|i_x|^2$, changes the Hartree energy by

$$
\Delta E=t(\varepsilon_a-\varepsilon_i)+\tfrac12t^2D,\qquad D=\sum_{xy}W_{xy}\Delta_x\Delta_y\ge0. \tag{13}
$$

### The functional and its derivative

In a determinant with orbitals $i,j,\dots$, each pair of particles occupies a two-particle determinant. Summed over occupied orbitals, the density of ordered pairs at $x$ and $y$ is

$$
\tfrac12\sum_{ij}|i_xj_y-j_xi_y|^2=\rho_x\rho_y-|\gamma_{xy}|^2, \tag{14}
$$

because the two squares each give $\rho_x\rho_y$ and the two cross terms each give $-|\gamma_{xy}|^2$. The Hartree-Fock energy is therefore

$$
E_{\rm HF}[\gamma]=\operatorname{Tr}(h_0\gamma)+\tfrac12\sum_{xy}W_{xy}\left(\rho_x\rho_y-|\gamma_{xy}|^2\right). \tag{15}
$$

For a determinant this is the expectation value of the Hamiltonian. For other $\gamma$ the same formula defines the functional; it is not the average energy of the determinants in a mixture, since that average is linear in their weights. The terms with $x=y$ cancel, so the same-site repulsion has no effect here. Assume $W_{xy}>0$ for all $x\ne y$.

The change of the exchange term is $-\sum_{xy}W_{xy}\operatorname{Re}(\gamma_{xy}\,d\gamma_{xy}^*)$, and $d\gamma_{xy}^*=d\gamma_{yx}$. Hence $dE_{\rm HF}=\operatorname{Tr}(h\,d\gamma)$ with

$$
h_{xy}=(h_0)_{xy}+\delta_{xy}\sum_zW_{xz}\rho_z-W_{xy}\gamma_{xy}. \tag{16}
$$

The derivation of (7) needed a convex set of states and a Hermitian derivative. It did not need the energy to depend on the density alone. The filling rule therefore holds for (15) as well. The difference lies in what can happen at $\mu$.

### Curvature of a transfer

Let $a$ and $i$ be orthonormal orbitals, and change $\gamma$ by $t\kappa$ with $\kappa=|a\rangle\langle a|-|i\rangle\langle i|$. The second-order part of (15) is $\tfrac12t^2\sum_{xy}W_{xy}(\kappa_{xx}\kappa_{yy}-|\kappa_{xy}|^2)$. The two products are

$$
\begin{aligned}
\kappa_{xx}\kappa_{yy}&=|a_x|^2|a_y|^2+|i_x|^2|i_y|^2-|a_x|^2|i_y|^2-|i_x|^2|a_y|^2,\\
|\kappa_{xy}|^2&=|a_x|^2|a_y|^2+|i_x|^2|i_y|^2-2\operatorname{Re}(a_xa_y^*i_x^*i_y).
\end{aligned}\tag{17}
$$

In the difference, the terms that contain a single orbital cancel. What remains is $-|a_xi_y-i_xa_y|^2$. With $\varepsilon_a=\langle a|h|a\rangle$ and $\varepsilon_i=\langle i|h|i\rangle$, the change of energy is

$$
\Delta E_{\rm HF}=t(\varepsilon_a-\varepsilon_i)-t^2(J-K), \tag{18}
$$

$$
J-K=\tfrac12\sum_{xy}W_{xy}|a_xi_y-i_xa_y|^2. \tag{19}
$$

Expanding the square identifies the direct part $J=\sum W_{xy}|a_x|^2|i_y|^2$ and the exchange part $K=\sum W_{xy}a_x^*i_xi_y^*a_y$. There is no term beyond $t^2$, because (15) is quadratic in $\gamma$.

The sum (19) is strictly positive. It could vanish only if $a_xi_y=i_xa_y$ for all $x$ and $y$. Choosing a $y$ with $i_y\ne0$ would then make $a$ proportional to $i$, which contradicts their orthogonality.

The physical origin of the sign is visible in (17). In the Hartree functional, each orbital repels its own density, and spreading a particle over two orbitals with different densities can reduce that cost. Exchange removes this self-repulsion. What is left is the repulsion between the part of the particle in $a$ and the part in $i$, which is avoided by putting all of it in one orbital.

### No fractions for integer particle number

Suppose a minimizer had two natural orbitals $a$ and $i$ with fractional occupations. Then $t$ in (18) could take small values of either sign. Choose the sign for which the linear term is zero or negative. The quadratic term is strictly negative, so the energy falls, which contradicts minimality. At most one occupation is fractional. If $N$ is an integer, a single fractional occupation would make the trace noninteger, so there is none: every minimizer is a determinant.

The same transfers prove a statement about any admissible $\gamma$ with integer $N$. As long as two occupations are fractional, move in the direction that lowers the energy until one of them reaches 0 or 1. Along this direction the linear term is not positive and the quadratic term is negative, so the energy falls all the way. After finitely many transfers a determinant is reached. Hence

$$
E_{\rm HF}[\gamma]\ge\min_{\text{determinants}}E_{\rm HF}, \tag{20}
$$

with strict inequality if $\gamma$ has fractional occupations. This is Lieb's variational principle for the present finite space.

### No unfilled shells

Let $P$ be a minimizing determinant. By (7), its occupied and empty orbitals can be chosen as eigenvectors of $h$. Take any occupied $i$ and any empty $a$. The complete transfer $t=1$ gives another determinant, whose energy is not lower. Equation (18) then yields

$$
\varepsilon_a-\varepsilon_i\ge J-K>0. \tag{21}
$$

Every empty level lies strictly above every occupied one. A degenerate level of $h$ is completely full or completely empty, which is the no-unfilled-shells theorem.

The bound also holds at a local minimum, although the complete transfer is not a small change. Replace $i$ by $\cos\theta\,i+\sin\theta\,a$. The many-particle state becomes $\cos\theta\,|P\rangle+\sin\theta\,|P'\rangle$, where $P'$ is the determinant with $i$ replaced by $a$. For determinants (15) is the expectation value of the Hamiltonian $H$, so the energy is $\cos^2\theta\,E_P+\sin^2\theta\,E_{P'}+2\sin\theta\cos\theta\operatorname{Re}\langle P|H|P'\rangle$. Its term of first order in $\theta$ must equal $\operatorname{Tr}(h\,d\gamma)=2\theta\operatorname{Re}\langle i|h|a\rangle$, which is zero for eigenvectors of $h$, so the cross term vanishes. By (18) with $t=1$, the energy then changes by $\sin^2\theta\,[\varepsilon_a-\varepsilon_i-(J-K)]$. This cannot be negative for small $\theta$, which gives (21) again.

If $N$ is not an integer, exactly one orbital $f$ has a fractional occupation $n_f$. It can receive at most $1-n_f$ from a full orbital $i$, and it can give at most $n_f$ to an empty orbital $a$. Inserting these largest transfers in (18) and dividing by $t$ gives

$$
\begin{aligned}
\varepsilon_f-\varepsilon_i&\ge(1-n_f)(J-K)_{fi},\\
\varepsilon_a-\varepsilon_f&\ge n_f(J-K)_{af}.
\end{aligned}\tag{22}
$$

The level at $\mu$ is then nondegenerate.

### Which restrictions are allowed

The theorem concerns the unrestricted problem, in which the transfer from $i$ to $a$ is permitted. For electrons, let $x$ include the spin. If each orbital must have a definite spin, $\gamma$ has no elements between opposite spins, and by (16) neither has $h$, provided $h_0$ has none. Its eigenvectors can be chosen with definite spin, and a transfer between two of them respects the restriction. The theorem therefore holds when only the total number of electrons is fixed. For opposite spins $K=0$ and the bound is $J$.

If $N_\uparrow$ and $N_\downarrow$ are fixed separately at integer values, transfers between the spins are forbidden. The argument then works within each spin: occupations are integers, and each spin has its own gap. An empty level of one spin may lie below an occupied level of the other.

If the two spins must share their spatial orbitals and occupations, or if $\gamma$ must keep a spatial symmetry, the required transfer can be excluded, and a shell may stay partly filled. The argument thus guarantees a gap only where the required transfers are allowed. A restricted minimum may have a gap as well, but it need not. Where symmetry would leave a shell partly filled, the unrestricted minimum gains its gap by breaking that symmetry.

### The same two particles in Hartree-Fock

Return to the icosahedron with hopping 1.0 eV and repulsions 2.0, 1.0 and 0.8 eV between neighbours, second neighbours and opposite vertices. The levels of $h_0$ have degeneracies 1, 3, 5 and 3.

A symmetric determinant is impossible for $N=2$. The symmetry operations carry any pair of vertices to any other pair at the same distance. An invariant $\gamma$ is therefore a combination of $1$, $A$, $A_2$ and $A_3$, and each of these is a constant on each of the four eigenspaces of $A$. An invariant projector contains each eigenspace wholly or not at all, so its trace is a sum of some of the numbers 1, 3, 5 and 3. No such sum equals 2. Since the minimizer is a determinant, it must break the symmetry.

The cost of keeping the symmetry can be found by hand for the state with occupations $1,1/3,1/3,1/3$. Its density matrix between vertices $\mathbf r$ and $\mathbf r'$ is $(1+\mathbf r\cdot\mathbf r')/12$, where the scalar product is $1$, $1/\sqrt5$, $-1/\sqrt5$ or $-1$. Its energy in the Hartree functional, including a same-site repulsion of 4.0 eV, was $-3.9361$ eV. The exchange term, with the same-site part included so that it cancels, is

$$
\begin{aligned}
-\tfrac12\sum_{xy}W_{xy}|\gamma_{xy}|^2
&=-\tfrac1{24}\left[4(2)^2+10\left(1+\tfrac1{\sqrt5}\right)^2+5\left(1-\tfrac1{\sqrt5}\right)^2\right]\\
&=-\tfrac1{24}(16+20.944+1.528)=-1.6030\ \text{eV}.
\end{aligned}\tag{23}
$$

The opposite vertex contributes nothing. Hence $E_{\rm HF}=-5.5391$ eV for this state.

Now gather the shared particle into one shell orbital. For two orthonormal shell orbitals $a_{\mathbf r}=\tfrac12\boldsymbol\alpha\cdot\mathbf r$ and $i_{\mathbf r}=\tfrac12\boldsymbol\beta\cdot\mathbf r$,

$$
a_{\mathbf r}i_{\mathbf r'}-i_{\mathbf r}a_{\mathbf r'}=\tfrac14(\boldsymbol\alpha\times\boldsymbol\beta)\cdot(\mathbf r\times\mathbf r'). \tag{24}
$$

The vector $\boldsymbol\alpha\times\boldsymbol\beta$ has unit length. By symmetry, the sum over all pairs weights the three directions equally, which gives a factor $1/3$. For neighbours and second neighbours $|\mathbf r\times\mathbf r'|^2=1-1/5=4/5$; for opposite vertices it is zero. From (19),

$$
J-K=\frac12\cdot\frac1{16}\cdot\frac13\cdot12\,(5\times2.0+5\times1.0)\cdot\frac45=1.5\ \text{eV}. \tag{25}
$$

The occupations of the three shell orbitals change by $d=(2/3,-1/3,-1/3)$. The linear term vanishes, because the symmetric $h$ is constant on the shell and the changes add to zero. In the quadratic term each pair of orbitals contributes $d_jd_k(J-K)$, and the terms with $j=k$ cancel as before. The change is

$$
\left(-\tfrac29-\tfrac29+\tfrac19\right)(1.5)=-0.5\ \text{eV}, \tag{26}
$$

which gives $-6.0391$ eV for any orientation of the chosen orbital, real or complex.

Letting all orbitals relax changes little more. A quasi-Newton minimization over determinants, from sixteen random starts, gave $-6.0511$ eV as the lowest energy, 0.0121 eV below the unrelaxed value. Projected-gradient searches over the whole ensemble set, from six random fractional states, all ended with integer occupations; the lowest energy agreed with that of the determinant search to about $10^{-5}$ eV.

In the best determinant the highest occupied level is at $-1.0630$ eV and the lowest empty one at $0.4735$ eV. The gap is 1.5366 eV, and $J-K$ for these two orbitals is 1.5000 eV. By (18) with $t=1$, their difference of 0.0366 eV is the cost of replacing the occupied orbital by the empty one without further relaxation. Almost the whole gap is thus the repulsion in (21). The loss of symmetry is large: if the elements of $\gamma$ are averaged over pairs at equal distance, the matrix changes by 0.819 in Frobenius norm. Before relaxation the change is $(4/9+1/9+1/9)^{1/2}=0.816$.

For $N=2.5$, the lowest of four projected-gradient searches has one orbital with occupation 0.5. The nearest full level is 0.768 eV below it and the nearest empty level 0.767 eV above it. The isolation required by (22) is therefore present on both sides.

### What decides between the two patterns

The first-order condition gives the same ordering in both theories. For levels that meet at $\mu$, the linear cost of a transfer is zero and the curvature decides. Take the symmetric state with shell occupations $1/3$, in which the three shell levels meet in both theories, and transfer a small amount between the shell orbitals $r_1/2$ and $r_2/2$. In the Hartree functional the density change per transferred particle is $(r_1^2-r_2^2)/4$. It is even and sums to zero, so $W$ multiplies it by 1.8 eV; its squares sum to $1/5$, and the curvature is $+0.36$ eV. The transfer costs energy. In Hartree-Fock the curvature is $-2(J-K)=-3.0$ eV, and the fractions are unstable.

The distinction is not simply one between density functionals and density-matrix functionals. For a general smooth $G$, the curvature $D$ in (13) becomes, to second order in $t$,

$$
D_G=\sum_{xy}\Delta_x\frac{\partial^2G}{\partial\rho_x\partial\rho_y}\Delta_y. \tag{27}
$$

Two fractional levels at a minimum require $D_G\ge0$ for the transfer between them. Convexity of $G$ ensures this, but an attractive exchange term can reverse the sign: $-\tfrac34c\sum_x\rho_x^{4/3}$ contributes $-\tfrac13c\sum_x\rho_x^{-2/3}\Delta_x^2$ to $D_G$, which at a given density and for a given $\Delta\ne0$ outweighs the repulsion for large enough $c$. To see the filling rule without convexity, add $-\tfrac34c\sum_x\rho_x^{4/3}$ with $c=4.0$ eV to the Hartree functional, and add to $h_0$ one set of random site energies with a standard deviation of 0.5 eV. The projected-gradient search ends at a state where the lowest eigenvalue of the second-derivative matrix of $G$ is $-6.3$ eV, so $G$ is not convex there. Two levels are full, the higher at $-1.81$ eV, and ten are empty, the lowest at $-0.91$ eV. As a fixed point of the search this state obeys (5) and hence the filling rule; here it does so with integer occupations. Negative curvature in some direction does not by itself forbid fractions. Negative curvature along the transfer between two levels does forbid both from being fractional at a minimum. In Hartree-Fock, (19) supplies it for every pair of orbitals.

### The limit of a complete basis

Finite dimension guaranteed that minimizers exist. In a complete basis existence is a separate question, since part of the charge may escape to infinity. If a minimizer exists and $a$ and $i$ are normalizable eigenvectors, the transfer argument and the bound (21) are unchanged. If the empty states begin with a continuum, its threshold has to be approached with normalizable packets that spread over ever larger regions. For a repulsion that decays with distance, $J-K$ between such a packet and a bound orbital tends to zero. The argument then shows only that the threshold is not below the occupied level, and a strict gap to the continuum needs a separate proof.

Numbers in the example were calculated in double precision.
